# Why Oxide-Ion Conductivity Peaks with Acceptor Content in Fluorites

Adding trivalent acceptors to a fluorite oxide creates oxygen vacancies in proportion, yet the conductivity can pass through a maximum. In the model solved here, with acceptor fraction $x$ on the cation sites,

$$\sigma\propto S(x)=\frac{x\,G(x)}{Z(x)},\qquad Z=[1+(A-1)x]^4,\qquad A=e^{\varepsilon/kT}.$$

The factor $x$ counts vacancies. $Z$ measures how strongly dopants hold them, with binding energy $\varepsilon$ per neighbouring dopant, and $G$ measures how well the network of jump paths conducts. A smooth maximum lies where the relative loss of mobility equals the relative gain in vacancies:

$$-\frac{d\ln(G/Z)}{d\ln x}=1 .$$

Association by itself does not guarantee such a point. If it merely forms pairs of one vacancy and one dopant, the number of free vacancies levels off without falling. Within this model a decline needs something more: binding that deepens when several dopants surround one site, or dopants that obstruct the jump paths.

### The model

The cations of a fluorite form a face-centred cubic lattice with parameter $a_0$. The anion sites form a simple cubic lattice with spacing $d=a_0/2$, and each has four cation neighbours. A trivalent dopant on a tetravalent site has effective charge $-1$ and a vacancy has $+2$. Neutrality therefore requires $x/2$ vacancies per cation. With four cations in a volume $a_0^3$, the vacancy density is

$$n_V=\frac{4}{a_0^3}\,\frac{x}{2}=\frac{2x}{a_0^3}.$$

The dopants are placed at random and do not move. Vacancies are treated as independent of each other; the effect of site exclusion is estimated later.

A vacancy with $n$ dopant neighbours has energy $-n\varepsilon$, where $\varepsilon>0$ means attraction. A jump to the next anion site passes between two cations, which form a gate. Both gate cations are neighbours of the initial and of the final site. If $m$ of them are dopants, the vacancy keeps these $m$ neighbours and leaves the other $n_i-m$ behind. The barrier from site $i$ is taken as

$$E_{ij}=E_m+mB+(n_i-m)\varepsilon .$$

Here $E_m$ is the barrier in the undoped host and $B$ is the extra cost of each gate dopant. Association enters through $\varepsilon$ and blocking through $B$. Adding the site energy $-n_i\varepsilon$ gives the energy of the saddle point,

$$E_m+m(B-\varepsilon),$$

which is the same from either side of the gate, as detailed balance demands.

### From jump rates to conductivity

The jump rate is $w_{ij}=\nu e^{-E_{ij}/kT}$, with attempt rate $\nu$. On a lattice of $N$ anion sites, the equilibrium probability of finding a given vacancy at site $i$ is $p_i^0=A^{n_i}/(NZ)$, where $Z$ is the average of $A^n$ over the sites. The equilibrium flow through a link is then

$$p_i^0w_{ij}=\frac{\nu e^{-E_m/kT}}{NZ}\,q^m,\qquad q=e^{-(B-\varepsilon)/kT}.$$

It is symmetric in $i$ and $j$, so $g=q^m$ can serve as the conductance of the link.

An electric field $F$ along one axis lowers the energy by $2eFd$ per forward jump. Let $f=2eFd/kT$. Forward rates along the field gain a factor $e^{f/2}$ and backward rates a factor $e^{-f/2}$. Write the disturbed probabilities as $p_i=p_i^0(1+f\phi_i)$, and let $s=1$ for links along the field and $s=0$ for the others. To first order in $f$, the net flow from $i$ to $j$ is

$$p_i^0w_{ij}\left[(1+f\phi_i)\left(1+\tfrac{fs}{2}\right)-(1+f\phi_j)\left(1-\tfrac{fs}{2}\right)\right]
=p_i^0w_{ij}\,f\,(s+\phi_i-\phi_j).$$

In the steady state the flows into and out of each site balance. This is Kirchhoff's law for a resistor network with link currents $j=g(s+\phi_i-\phi_j)$. Let $G$ be the average of $j$ over the $N$ links along the field. Summing the flow over these links gives the drift velocity

$$v_d=d\,\nu e^{-E_m/kT}\,f\,\frac{G}{Z}.$$

The conductivity follows from $\sigma=2e\,n_Vv_d/F$:

$$\sigma=\frac{4e^2d^2n_V}{kT}\,\nu e^{-E_m/kT}\frac{G}{Z}
=\frac{2e^2\nu e^{-E_m/kT}}{a_0kT}\,S(x),$$

where $d^2=a_0^2/4$ and $n_V=2x/a_0^3$ were inserted. In the dilute limit $G=Z=1$, and the conductivity is proportional to $x$.

This reduction was tested on a small lattice by solving the master equation with the barriers $E_{ij}$ and a weak field. The mobilities agree with the network result to a relative error of about $10^{-7}$.

### Association with uniform saddle points

The four cations around an anion site are dopants independently, each with probability $x$. Each contributes a factor $A$ if it is a dopant and 1 if it is not, so

$$Z=(1-x+xA)^4=[1+(A-1)x]^4 .$$

When $B=\varepsilon$, all saddle points have the same energy, $q=1$ and $G=1$. The logarithmic derivative is then

$$\frac{d\ln S}{dx}=\frac1x-\frac{4(A-1)}{1+(A-1)x}.$$

Setting it to zero gives $1+(A-1)x=4(A-1)x$, hence

$$x^*=\frac{1}{3(A-1)} .$$

The derivative changes from positive to negative there, so this is the maximum, provided $x^*<1$, which means $A>4/3$. For weaker binding the model conductivity rises up to $x=1$.

The peak depends on the exponent being greater than 1. If 4 were replaced by $z$, the condition would read $1+(A-1)x=z(A-1)x$, with the solution $x^*=1/[(z-1)(A-1)]$. For $z=1$ there is no solution: $S=x/[1+(A-1)x]$ rises and saturates. A peak appears because several dopants can surround the same vacancy and their binding energies add up.

The same case shows how doping changes the temperature dependence. With $\beta=1/kT$ and $dA/d\beta=\varepsilon A$, the apparent activation energy of $\sigma T$ at fixed $x$ is

$$E_a=-\frac{d\ln(\sigma T)}{d\beta}=E_m+\frac{d\ln Z}{d\beta}
=E_m+\varepsilon\,\frac{4Ax}{1+(A-1)x}.$$

The fraction is the mean number of dopants next to a vacancy: each of the four neighbours is a dopant with weight $Ax$ out of a total $1-x+Ax$. As $x$ grows, the typical vacancy has more dopants to escape from, and $E_a$ rises above the host barrier.

### Why a single bond is not enough

Suppose that the first dopant neighbour binds the vacancy by $\varepsilon$ but further ones add nothing, while all saddle points remain at equal energy. The site weight is 1 when $n=0$ and $A$ otherwise. Its average is

$$Z_c=1+(A-1)\left[1-(1-x)^4\right],\qquad Z_c'=4(A-1)(1-x)^3 .$$

Since $S=x/Z_c$, its slope is $(Z_c-xZ_c')/Z_c^2$. The numerator is

$$Z_c-xZ_c'=1+(A-1)\left[1-(1-x)^4-4x(1-x)^3\right]
=1+(A-1)P(n\ge2)>0 ,$$

because $(1-x)^4$ and $4x(1-x)^3$ are the probabilities of finding no dopant and one dopant. However strong this capped binding is, the conductivity never falls.

Explicit random lattices with $A=5.70$ and $G=1$ show the contrast. Between $x=0.0625$ and $x=0.375$, additive binding lowers $S$ from 0.022 to 0.0065, whereas capped binding raises it from 0.030 to 0.075. The number of vacancies is the same in both cases, so the difference comes from the extra depth of sites with two or more dopants.

The mass-action law for pairs leads to a similar conclusion. Let $v$ be the number of free vacancies per cation and $p$ the number of pairs, each made of one vacancy and one dopant. Then $x/2=v+p$, and $x-p=x/2+v$ dopants are unpaired. With pairing constant $K$, the law $p=Kv(x-p)$ becomes

$$\frac{x}{2}-v=Kv\left(\frac{x}{2}+v\right).$$

Collecting the terms in $x$ gives

$$x=\frac{2v(1+Kv)}{1-Kv}.$$

For $0\le v<1/K$ the numerator rises with $v$ and the denominator falls. Thus $x$ increases with $v$, and $v$ increases with $x$, tending to $1/K$ when $x$ is formally taken to infinity. If pairs are immobile and free vacancies keep their mobility, the conductivity levels off.

The constant can be estimated by counting sites. A dopant has eight neighbouring anion sites, and with two anion sites per cation each is occupied with probability $v/2$ before binding is included. This gives $K=8A/2=4A=22.8$, and a ceiling of 0.044 free vacancies per cation. From $x=0.02$ to $x=0.40$ the nominal vacancy content grows twentyfold, but $v$ grows from 0.0072 to 0.032, a factor of about 4.4. That is severe trapping, but it is not a maximum.

### What the gates add

For $B\ne\varepsilon$ the gates have different conductances and $G$ needs a network calculation. Two bounds nevertheless limit where the peak can lie.

Write $\delta=\phi_i-\phi_j$ and $u=s+\delta$, so that $j=gu$. On a periodic lattice Kirchhoff's law gives $\sum j\delta=0$, since each $\phi_i$ multiplies a vanishing net outflow. Therefore $\sum gu^2=\sum js=NG$, and

$$\sum gs^2=\sum g(u-\delta)^2=NG+\sum g\delta^2\ge NG .$$

The left side is the sum of $g$ over links along the field, so $G\le\langle g\rangle$.

For the lower bound, $\delta$ sums to zero along each periodic line, so the average of $u$ over links along the field is 1. The Cauchy–Schwarz inequality then gives

$$1=\langle u\rangle^2=\left\langle \frac{1}{\sqrt g}\,\sqrt g\,u\right\rangle^2
\le\left\langle\frac1g\right\rangle\langle gu^2\rangle
\le\left\langle\frac1g\right\rangle G .$$

A gate has two independent cations. The averages are therefore $\langle q^m\rangle=(1-x+qx)^2$ and $\langle q^{-m}\rangle=(1-x+x/q)^2$, and

$$\frac{1}{[1+(1/q-1)x]^2}\le G\le[1+(q-1)x]^2 .$$

Dividing by $Z$ and multiplying by $x$ gives a lower curve and an upper curve for $S$. Wherever the upper curve is below the highest point of the lower curve, the maximum of $S$ cannot lie.

### A numerical case

Take the round parameters $T=1000$ K, $\varepsilon=0.15$ eV, $B=0.25$ eV, $E_m=0.50$ eV, $\nu=5\times10^{12}$ s$^{-1}$ and $a_0=0.54$ nm. They describe no particular material. With $kT=0.08617$ eV,

$$A=e^{0.15/0.08617}=5.70,\qquad q=e^{-0.10/0.08617}=0.313,$$

and the prefactor of $S$ in the conductivity is 1.04 S/cm. The bounds place the maximum between $x=0.032$ and $x=0.113$, with no network solved. The peak is therefore a property of the model and not of a particular random sample.

Networks of $16^3$ anion sites, averaged over three dopant arrangements, give these values:

| $x$ | $Z$ | $G$ | $\sigma$ (S/cm) |
|---|---|---|---|
| 0.031 | 1.73 | 0.938 | 0.0176 |
| 0.063 | 2.80 | 0.879 | 0.0204 |
| 0.125 | 6.35 | 0.769 | 0.0157 |
| 0.250 | 22.4 | 0.581 | 0.0067 |

From the first row to the second, the vacancy content doubles while $G/Z$ falls from 0.542 to 0.314, a factor of 0.58. The conductivity changes by $2\times0.58=1.16$ and rises. From the second row to the third, the vacancy content doubles again, but $G/Z$ falls to 0.121, a factor of 0.39. The product is now 0.77, and the conductivity falls.

A smooth curve through the network results puts the peak at $x^*\approx0.060$, with 0.030 vacancies per cation. There

$$S=\frac{0.0596\times0.884}{2.686}=0.0196,\qquad \sigma=0.020\ \text{S/cm}.$$

A fresh lattice of $24^3$ sites confirms the maximum: $S$ is 0.0166 at half this composition, 0.0196 at the peak and 0.0157 at twice the composition.

At the peak the site factor $Z$ supplies 0.875 of the required logarithmic loss and the gate factor $G$ supplies 0.125. These are not the separate shares of association and blocking, because $q$ contains both $B$ and $\varepsilon$. Switching off one energy at a time gives a clearer comparison.

With association alone, $B=0$ and $q=A>1$. A gate dopant now lowers the saddle energy, since the vacancy stays bound to it while passing. The lower bound shows that $G>1$, so the gates partly offset the trapping. The peak moves to $x\approx0.11$, with $S=0.029$. Blocking therefore matters more than the share 0.125 suggests: restoring $B$ moves the peak from 0.11 back to 0.06.

This association-only peak is a local one, found within the searched range $x\le0.375$. At the formal end point $x=1$ every site has $n=4$ and every gate $m=2$, so $S=A^2/A^4=1/A^2=0.031$, slightly above the peak value. The curve must rise again somewhere in between. That end point is far outside the regime of a doped fluorite, and the upturn belongs to independent vacancies only. If a jump needs an empty target, the equal sites at $x=1$, each occupied with probability $1/4$, give $S=\tfrac34/A^2=0.023$, which is below the peak.

With blocking alone, $\varepsilon=0$ and $Z=1$. In the same range the peak lies at $x\approx0.21$, with $S=0.090$. Blocking can thus produce a maximum without any trapping, but at a much higher dopant content. With both effects present the peak comes earlier and is lower than with either alone.

The case $B=\varepsilon$ gives a useful reference: $x^*=1/(3\times4.70)=0.071$. The mean number of dopants next to a vacancy is then $4\times5.70\times0.071/(4/3)\approx1.2$, and the apparent activation energy is about $0.50+1.2\times0.15=0.68$ eV.

### Temperature and the limits of the model

Heating reduces $A$ and, in the case $B=\varepsilon$, moves $x^*=1/[3(A-1)]$ to higher doping. The full model with $B=0.25$ eV behaves in the same way: its peak lies at $x\approx0.038$ at 800 K, 0.060 at 1000 K and 0.083 at 1200 K. The optimum composition therefore belongs to a stated temperature. The formula should not be carried to low temperature, however. For $A\gg1$ it gives $x^*\approx1/(3A)$, where $Z\approx(4/3)^4=3.16$. A site with two dopants would then hold on average $x^*A^2/(4Z)\approx A/38$ vacancies. This exceeds one when $A>38$, although a real site holds at most one. The rarer sites with three or four dopants pass that limit at much smaller $A$, about 5.6 and 2.9. The numerical case $A=5.70$ is already past both values, although at $x=0.060$ these sites carry only about 6% of the vacancies. The predicted shift of the peak to very light doping at large $A$ is therefore unreliable. The results also assume that the dopants stay random and the vacancies stay in equilibrium among the available sites.

Independent vacancies may share a site in the calculation, which real ones cannot. Exclusion gives a site with $n$ dopants the mean occupancy

$$c_n=\frac{\lambda A^n}{1+\lambda A^n},$$

where the activity $\lambda$ is fixed by requiring an average occupancy $x/4$, since there are two anion sites per cation. Because $c_n<\lambda A^n$, averaging gives $x/4<\lambda Z$, so $\lambda>x/(4Z)$, the independent-vacancy value. Deep traps fill, and more of the remaining vacancies occupy shallow sites. Against this, a jump needs an empty target. In a mean-field treatment of the jumps, the link conductance becomes $\lambda q^m(1-c_i)(1-c_j)$, where $c_i$ and $c_j$ are the occupancies of the two sites.

This estimate moves the peak from 0.060 to 0.069 and raises its $S$ by about 8%, from 0.0196 to 0.0211. Within this estimate the maximum survives, and for these energies exclusion alone shifts its position by about 0.01 in $x$. The broad association-only peak is more sensitive: the same estimate moves it from 0.11 to about 0.17. Correlations between successive jumps of different vacancies and the repulsion between vacancies are still missing, and they could shift it further.

The model also assumes that $\varepsilon$ and $B$ do not change with composition and that binding adds up over dopants. The capped case shows how much depends on the second assumption. Dopant clustering would change the statistics behind $Z$ and $G$, and ordering or a change of phase would invalidate them. Binding is also cut off at nearest neighbours, although the defects are charged. Point charges in a medium of dielectric constant 25 to 30 would still attract by about 0.2 to 0.26 eV at the second cation shell, and two adjacent vacancies would repel by about 0.7 to 0.85 eV. Both are larger than the $\varepsilon$ used here. Grain boundaries and electronic conduction are outside the calculation, so $\sigma$ here is the ionic conductivity of the grain interior.

Within these limits, and for the energies used here (at 1000 K, $\varepsilon\approx1.7\,kT$ and $B\approx2.9\,kT$), the nominal vacancy content is a poor guide to conductivity beyond the dilute regime. Each added pair of acceptors supplies one more vacancy, but it also deepens sites and alters gates for the vacancies already present. The peak marks the composition at which this cost to the whole population first cancels the benefit of the new carrier. Where that composition lies in a real oxide depends on the interactions left out above, so the peak positions found here are not predictions for any material.

## Computed results

```
temperature 1000 K; kT 0.08617 eV
binding eps 0.15 eV; gate penalty B 0.25 eV
host barrier 0.50 eV; attempt rate 5.0e+12 1/s
lattice parameter 0.54 nm
binding factor A 5.7012; gate factor q 0.3133 (no unit)
conductivity scale sigma/S 1.0401 S/cm
largest master/network relative error 8.0e-08
largest lattice/formula error of Z 0.66 %
x (cation fraction), Z, G, S (no unit), sigma (S/cm):
  0.01562   1.3278 0.9685 0.01140 0.01185
  0.03125   1.7303 0.9382 0.01694 0.01762
  0.06250   2.8022 0.8786 0.01960 0.02038
  0.09375   4.3086 0.8223 0.01789 0.01861
  0.12500   6.3536 0.7689 0.01513 0.01573
  0.18750  12.5313 0.6693 0.01002 0.01042
  0.25000  22.3912 0.5808 0.00648 0.00674
  0.31250  37.1684 0.5021 0.00422 0.00439
  0.37500  58.2765 0.4345 0.00280 0.00291
both effects: peak x 0.060, S 0.01962
peak conductivity 0.02040 S/cm
vacancies per cation at peak 0.0298
Z at peak 2.6860; G 0.8841
log-slope loss: sites 0.875, gates 0.125
bounds on peak x: 0.0320 to 0.1131
equal energies B=eps: peak x 0.0709
association only: peak x 0.111, S 0.02935
blocking only: peak x 0.210, S 0.08990
peak x at 800 K 0.038; at 1200 K 0.083
exclusion estimate: peak x 0.069, S 0.02112
fresh lattice S at half, once, twice peak x:
  0.01659 0.01962 0.01565
x, S with additive binding, S with capped binding (G=1):
  0.01562 0.01175 0.01214
  0.03125 0.01804 0.02003
  0.06250 0.02223 0.03021
  0.12500 0.01955 0.04248
  0.25000 0.01114 0.05935
  0.37500 0.00645 0.07524
pair constant K 22.805; limit 1/K 0.04385 per cation
pair model: x, free vacancies per cation:
  0.02 0.00718
  0.05 0.01334
  0.10 0.01937
  0.20 0.02584
  0.40 0.03181
```
